# Silica posts that conduct as much as blackbody radiation: test program

```python
# Result under test: silica posts across a vacuum gap match the blackbody
# coefficient h_b = 4 sigma T^3 at area coverage f = h_b d / k.
# d: gap (m), k: post conductivity (W/mK), T: mean temperature (K),
# a: post radius (m), k_si: silicon plate conductivity (W/mK).
# Also sized: spreading, boundary resistance, near field, gas and load.
import numpy as np
from scipy import constants as sc
from scipy.integrate import quad
from scipy.sparse import coo_matrix
from scipy.sparse.linalg import spsolve

T, dT, d, k, a = 300.0, 20.0, 1e-6, 1.4, 0.5e-6
area, chip_thickness = 1e-4, 0.5e-3
k_si, n_si, rho_si = 148.0, 3.4, 2330.0       # rough typical values
R_boundary, strength = 1e-8, 1e9              # rough typical values
pressure = 1e-3 * sc.torr
kB, hbar, c = sc.k, sc.hbar, sc.c

h_b = 4 * sc.sigma * T**3
f = h_b * d / k


def planck_flux(temp):
    """Black surface flux by integration over angular frequency."""
    def spectrum(u):
        w = u * 1e14
        return (hbar * w**3 / (4 * np.pi**2 * c**2)
                / np.expm1(hbar * w / (kB * temp)) * 1e14)
    return quad(spectrum, 0, 20, epsabs=1e-10, epsrel=1e-11, limit=200)[0]


h_planck = (planck_flux(T + 0.5) - planck_flux(T - 0.5)) / 1.0
assert abs(h_planck / h_b - 1) < 1e-5
h_finite = (planck_flux(T + dT / 2) - planck_flux(T - dT / 2)) / dT
finite_factor = 1 + (dT / (2 * T))**2
assert abs(h_finite / (h_b * finite_factor) - 1) < 1e-6


def half_post_resistance(k_post, k_plate, half_length, size=200.0):
    """Finite-volume resistance, lengths in post radii: half post + plate."""
    inner = np.r_[0, np.geomspace(0.01, 1, 40)]
    outer = np.geomspace(0.01, size - 1, 80)
    r = np.r_[1 - inner[::-1], 1 + outer]
    r[0] = 0.0
    z = np.r_[-half_length * inner[::-1], np.geomspace(0.01, size, 80)]
    rc, zc = (r[1:] + r[:-1]) / 2, (z[1:] + z[:-1]) / 2
    dz, ring = np.diff(z), np.pi * np.diff(r**2)
    cond = np.full((len(zc), len(rc)), float(k_plate))
    cond[zc < 0, :] = 1e-12                   # vacuum, almost insulating
    cond[np.ix_(zc < 0, rc < 1)] = k_post
    index = np.arange(cond.size).reshape(cond.shape)
    g_r = 2 * np.pi * dz[:, None] / (
        np.log(r[1:-1] / rc[:-1]) / cond[:, :-1]
        + np.log(rc[1:] / r[1:-1]) / cond[:, 1:])
    g_z = ring / (dz[:-1, None] / (2 * cond[:-1])
                  + dz[1:, None] / (2 * cond[1:]))
    p = np.r_[index[:, :-1].ravel(), index[:-1].ravel()]
    q = np.r_[index[:, 1:].ravel(), index[1:].ravel()]
    g = np.r_[g_r.ravel(), g_z.ravel()]
    g_bottom = ring * cond[0] / (dz[0] / 2)
    g_top = ring * cond[-1] / (dz[-1] / 2)
    diagonal = np.zeros(cond.size)
    np.add.at(diagonal, p, g)
    np.add.at(diagonal, q, g)
    diagonal[index[0]] += g_bottom
    diagonal[index[-1]] += g_top
    every = index.ravel()
    matrix = coo_matrix((np.r_[diagonal, -g, -g],
                         (np.r_[every, p, q], np.r_[every, q, p]))).tocsc()
    source = np.zeros(cond.size)
    source[index[-1]] = g_top                 # top at 1, post middle at 0
    temp = spsolve(matrix, source)
    total = 1 / np.sum(g_bottom * temp[index[0]])
    spreading = (total - half_length / (np.pi * k_post)
                 - size / (np.pi * size**2 * k_plate))
    return total, spreading


half_length = d / (2 * a)
total_si, spread_si = half_post_resistance(k, k_si, half_length)
total_ox, spread_ox = half_post_resistance(k, k, half_length)
uniform_flux = 8 / (3 * np.pi**2)
assert abs(spread_si * k_si / uniform_flux - 1) < 0.03
# Equal conductivities: between isothermal and uniform-flux discs,
# with 2 percent allowance for grid and finite plate size.
assert 0.25 * 0.98 < spread_ox * k < uniform_flux * 1.02

post_area = np.pi * a**2
post_count = f * area / post_area
pitch = np.sqrt(area / post_count)
r_post = d / k
r_spread_si = 16 * a / (3 * np.pi * k_si)
r_spread_ox = 2 * np.pi * a * spread_ox
# Whole claim, from the solved post and Planck's spectrum.
h_posts_solved = post_count / area * a / (2 * total_si)
match = h_posts_solved / h_planck
assert abs(match - 1) < 0.02
assert abs(match * (1 + r_spread_si / r_post) - 1) < 1e-3
f_corrected = h_b * (r_post + 2 * R_boundary + r_spread_si)
f_oxide = h_b * (r_post + r_spread_ox)


def transmission(kz_gap, kz_plate, weight, phase):
    """Power transmission of a gap; weight is 1 for s, n^2 for p."""
    z = weight * kz_gap / kz_plate
    return 1 / np.abs(np.cos(phase) - 0.5j * (z + 1 / z) * np.sin(phase))**2


def near_field(gap, n):
    """Heat coefficient of thick plates with real refractive index n."""
    node, wt = np.polynomial.legendre.leggauss(400)
    q, wq = n * (node + 1) / 2, n * wt / 2
    node, wt = np.polynomial.legendre.leggauss(200)
    x, wx = 20 * (node + 1), 20 * wt
    w = x * kB * T / hbar
    kz = np.sqrt(1 - n**2 + q**2 + 0j)
    phase = w[:, None] * gap / c * kz
    both = (transmission(kz, q, 1, phase)
            + transmission(kz, q, n**2, phase))
    modes = both @ (wq * q)
    heat = kB * (x / (2 * np.sinh(x / 2)))**2
    return np.sum(wx * kB * T / hbar * heat * w**2 * modes
                  / (4 * np.pi**2 * c**2))


# Check transmission by solving field continuity at both gap faces.
for parallel in (0.6, 1.8):
    kg = np.sqrt(1 - parallel**2 + 0j)
    kp = np.sqrt(n_si**2 - parallel**2)
    for eps in (1.0, n_si**2):
        length = 0.7
        sp, sg = kp / eps, kg
        e1, e2 = np.exp(1j * kg * length), np.exp(-1j * kg * length)
        system = np.array([[1, -1, -1, 0], [-sp, -sg, sg, 0],
                           [0, e1, e2, -1], [0, sg * e1, -sg * e2, -sp]])
        fields = np.linalg.solve(system, np.array([-1, -sp, 0, 0]))
        direct = abs(fields[3])**2
        assert abs(direct - transmission(kg, kp, eps, kg * length)) < 1e-10
assert abs(near_field(d, 1.0) / h_b - 1) < 1e-6
assert abs(near_field(1e-10, n_si) / (n_si**2 * h_b) - 1) < 2e-3
h_near = near_field(d, n_si)
f_near = h_near * d / k

# Free-molecular nitrogen: flux and energy from the Maxwell distribution.
mass = 28 * sc.atomic_mass
v0 = np.sqrt(2 * kB * T / mass)
density = pressure / (kB * T)


def maxwell(s):
    return 4 / np.sqrt(np.pi) * s**2 * np.exp(-s**2)


flux = density * v0 / 4 * quad(lambda s: s * maxwell(s), 0, 10)[0]
energy_flux = (density * v0 / 4 * mass * v0**2 / 2
               * quad(lambda s: s**3 * maxwell(s), 0, 10)[0])
flux_formula = pressure / np.sqrt(2 * np.pi * mass * kB * T)
assert abs(flux / flux_formula - 1) < 1e-7
assert abs(energy_flux / flux / (2 * kB * T) - 1) < 1e-7
h_gas = 3 * kB * flux_formula

weight_pressure = rho_si * sc.g * chip_thickness
stress_weight = weight_pressure / f
stress_atm = sc.atm / f
f_atm = sc.atm / strength


def show(label, value, unit, digits=4):
    print(f"{label}: {value:.{digits}g} {unit}")


show("Mean temperature", T, "K")
show("Temperature difference", dT, "K")
show("Gap", d * 1e6, "um")
show("Silica conductivity", k, "W/mK")
show("Stefan-Boltzmann constant", sc.sigma, "W/m2K4", 5)
show("Blackbody coefficient 4 sigma T^3", h_b, "W/m2K")
show("Same from Planck integral", h_planck, "W/m2K")
show("Full silica filling k/d", k / d, "W/m2K")
show("Matching coverage f", f, "(fraction)", 3)
show("Matching coverage f", f * 1e6, "millionths", 3)
show("Coverage for a 0.1 um gap", h_b * 1e-7 / k, "(fraction)", 3)
show("Chip area", area * 1e4, "cm2")
show("Post diameter", 2 * a * 1e6, "um")
show("Total post area", f * area * 1e12, "um2", 3)
show("Number of posts", post_count, "", 3)
show("Square-grid pitch", pitch * 1e6, "um", 3)
show("Heat flow through posts", h_b * area * dT * 1e3, "mW", 3)
show("Finite-difference radiation excess", 100 * (finite_factor - 1), "%", 3)
show("Post area resistance d/k", r_post, "m2K/W", 3)
show("Silicon conductivity (rough)", k_si, "W/mK")
show("Spreading, silicon plates", r_spread_si, "m2K/W", 3)
show("Spreading/post, silicon", 100 * r_spread_si / r_post, "%", 3)
show("Solved posts/Planck coefficient", match, "(ratio)")
show("Spreading/post, silica plates", 100 * r_spread_ox / r_post, "%", 3)
show("Coverage with silica plates", f_oxide, "(fraction)", 3)
show("Boundary resistance per end (rough)", R_boundary, "m2K/W", 2)
show("Two boundaries/post", 200 * R_boundary / r_post, "%", 3)
show("Corrected coverage, silicon", f_corrected, "(fraction)", 3)
show("Silicon refractive index (rough)", n_si, "")
show("Near-field coefficient at gap", h_near, "W/m2K", 3)
show("Near-field/blackbody", h_near / h_b, "(ratio)", 3)
show("Zero-gap limit n^2", n_si**2, "(ratio)", 3)
show("Coverage matching near field", f_near, "(fraction)", 3)
show("Gas pressure", pressure / sc.torr, "Torr", 2)
show("Gas coefficient", h_gas, "W/m2K", 3)
show("Gas/blackbody", 100 * h_gas / h_b, "%", 3)
show("Chip thickness", chip_thickness * 1e3, "mm", 2)
show("Silicon density (rough)", rho_si, "kg/m3")
show("Chip weight per area", weight_pressure, "Pa", 3)
show("Post stress from chip weight", stress_weight / 1e6, "MPa", 3)
show("Post stress from one atmosphere", stress_atm / 1e9, "GPa", 3)
show("Silica strength (rough)", strength / 1e9, "GPa", 2)
show("Coverage to bear one atmosphere", f_atm, "(fraction)", 3)
show("Its conduction/blackbody", f_atm / f, "(ratio)", 3)
print("success")
```

Output:

```
Mean temperature: 300 K
Temperature difference: 20 K
Gap: 1 um
Silica conductivity: 1.4 W/mK
Stefan-Boltzmann constant: 5.6704e-08 W/m2K4
Blackbody coefficient 4 sigma T^3: 6.124 W/m2K
Same from Planck integral: 6.124 W/m2K
Full silica filling k/d: 1.4e+06 W/m2K
Matching coverage f: 4.37e-06 (fraction)
Matching coverage f: 4.37 millionths
Coverage for a 0.1 um gap: 4.37e-07 (fraction)
Chip area: 1 cm2
Post diameter: 1 um
Total post area: 437 um2
Number of posts: 557 
Square-grid pitch: 424 um
Heat flow through posts: 12.2 mW
Finite-difference radiation excess: 0.111 %
Post area resistance d/k: 7.14e-07 m2K/W
Silicon conductivity (rough): 148 W/mK
Spreading, silicon plates: 5.74e-09 m2K/W
Spreading/post, silicon: 0.803 %
Solved posts/Planck coefficient: 0.992 (ratio)
Spreading/post, silica plates: 81.8 %
Coverage with silica plates: 7.95e-06 (fraction)
Boundary resistance per end (rough): 1e-08 m2K/W
Two boundaries/post: 2.8 %
Corrected coverage, silicon: 4.53e-06 (fraction)
Silicon refractive index (rough): 3.4 
Near-field coefficient at gap: 17.7 W/m2K
Near-field/blackbody: 2.89 (ratio)
Zero-gap limit n^2: 11.6 (ratio)
Coverage matching near field: 1.26e-05 (fraction)
Gas pressure: 0.001 Torr
Gas coefficient: 0.159 W/m2K
Gas/blackbody: 2.59 %
Chip thickness: 0.5 mm
Silicon density (rough): 2330 kg/m3
Chip weight per area: 11.4 Pa
Post stress from chip weight: 2.61 MPa
Post stress from one atmosphere: 23.2 GPa
Silica strength (rough): 1 GPa
Coverage to bear one atmosphere: 0.000101 (fraction)
Its conduction/blackbody: 23.2 (ratio)
success
```
